# Kramers friction and the recrossing correction to an atomic hopping rate: verification in Python

```python
"""
Result under test: with velocity damping rate gamma and unstable barrier
angular frequency omega_b, the hopping rate is kappa times its transition-state
value, kappa = sqrt(1 + (g/2)^2) - g/2, g = gamma/omega_b.
For g = 1 this is (sqrt(5)-1)/2 = 0.618.
Assumptions: classical motion, memoryless friction, high barrier, thermal well.
The reduced barrier is E/(k T). Hopping rates are per direction.
The fraction q of forward crossings (flux weighted) that end behind the barrier
should obey kappa = 1 - 2 q.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import expm, eig
from scipy.optimize import brentq
from scipy.sparse.linalg import splu
from scipy.special import iv, ndtr


def kappa_formula(g):
    return np.sqrt(1 + g * g / 4) - g / 2


def flux_kappa(g, end_time, steps=8000):
    """Reactive flux at a finite time, from the propagator of the linear motion.
    Units: omega_b = 1 and k T / m = 1."""
    h = end_time / steps
    step_matrix = expm(np.array([[0.0, 1.0], [1.0, -g]]) * h)
    state = np.array([0.0, 1.0])
    response = [0.0]
    for _ in range(steps):
        state = step_matrix @ state
        response.append(state[0])
    response = np.array(response)
    variance = 2 * g * cumulative_trapezoid(response**2, dx=h)[-1]
    slope = response[-1] / np.sqrt(variance)
    return quad(lambda v: v * np.exp(-v * v / 2) * ndtr(slope * v),
                -12, 12, points=[0.0], limit=200)[0]


def trajectories(g, count=40000, h=0.01, end_time=10.0):
    """Langevin trajectories started forward at the top with flux weighting."""
    rng = np.random.default_rng(7)
    v = rng.rayleigh(1.0, count)
    x = np.zeros(count)
    returned = np.zeros(count, dtype=bool)
    damp = np.exp(-g * h)
    kick = np.sqrt(1 - damp**2)
    for _ in range(int(round(end_time / h))):
        v += 0.5 * h * x
        x += 0.5 * h * v
        v = damp * v + kick * rng.standard_normal(count)
        x += 0.5 * h * v
        v += 0.5 * h * x
        returned |= x < 0
    return np.mean(x < 0), np.mean(returned)


def full_rate_ratio(barrier, g, n_v=50, n_x=24):
    """Rate of leaving a well of a cosine potential over its exact classical
    transition-state value, from the phase-space Fokker-Planck operator.
    Units: k T = m = 1, spatial period 2 pi. Hermite functions in velocity,
    Bloch waves in position; the average over Bloch number counts all jumps."""
    omega = np.sqrt(barrier / 2)
    waves = np.arange(-n_x, n_x)
    size = len(waves)
    lower = sp.diags(np.sqrt(np.arange(1, n_v)), 1)
    up = sp.diags(np.ones(size - 1), -1)
    force = (up - up.T) * (barrier / 4j)
    damping = g * omega * sp.kron(sp.diags(np.arange(n_v) * 1.0),
                                  sp.identity(size))
    decay = []
    for j in range(1, 5):
        gradient = sp.diags(1j * (waves + j / 8))
        operator = (sp.kron(lower, gradient - force / 2)
                    + sp.kron(lower.T, gradient + force / 2) + damping)
        factor = splu(sp.csc_matrix(operator), permc_spec="NATURAL")
        vec = np.zeros(n_v * size, dtype=complex)
        vec[:size] = iv(np.abs(waves), barrier / 4)
        vec /= np.linalg.norm(vec)
        for _ in range(5):
            solved = factor.solve(vec)
            value = 1 / np.vdot(vec, solved)
            vec = solved / np.linalg.norm(solved)
        decay.append(value.real)
    leaving = (2 * sum(decay[:3]) + decay[3]) / 8
    weight = quad(lambda p: np.exp(-barrier * (1 - np.cos(p)) / 2),
                  -np.pi, np.pi, points=[0.0])[0]
    one_way = np.exp(-barrier) / (np.sqrt(2 * np.pi) * weight)
    return leaving / (2 * one_way)


def memory_root(g, tau):
    """Growing rate over omega_b with friction memory time tau (1/omega_b)."""
    return brentq(lambda s: s * s + s * g / (1 + s * tau) - 1, 0, 1)


def memory_flux(g, tau):
    """Same coefficient from a Langevin model with an auxiliary force."""
    matrix = np.array([[0, 1, 0], [1, 0, 1], [0, -g / tau, -1 / tau]], float)
    values, vectors = eig(matrix.T)
    k = np.argmax(values.real)
    growth, left = values[k].real, vectors[:, k].real
    spread = left[1]**2 + left[2]**2 * (g / tau + g / (tau**2 * growth))
    return abs(left[1]) / np.sqrt(spread)


def quantum_factor(w_well, w_top, gamma, temp):
    """Quantum over classical rate: product over Matsubara frequencies."""
    nu = 2 * np.pi * const.k * temp / const.hbar * np.arange(1, 200001)
    top = nu**2 + gamma * nu + w_well**2
    bottom = nu**2 + gamma * nu - w_top**2
    return np.exp(np.sum(np.log(top / bottom)))


# Parabolic barrier: formula against finite-time flux and trajectories
kappa = kappa_formula(1.0)
for g in (0.2, 1.0, 2.0, 5.0):
    assert abs(flux_kappa(g, 40.0) - kappa_formula(g)) < 2e-4
behind, returned = trajectories(1.0)
kappa_mc = 1 - 2 * behind
error_mc = 2 * np.sqrt(behind * (1 - behind) / 40000)
assert abs(kappa_mc - kappa) < 4 * error_mc + 0.002  # noise + time step
assert returned > behind

# Gold example: rough typical inputs
barrier_ev, hop_nm, mass_u, temp, temp_use = 0.8, 0.288, 197.0, 500.0, 400.0
energy, hop, mass = barrier_ev * const.e, hop_nm * 1e-9, mass_u * const.atomic_mass
thermal = const.k * temp
reduced = energy / thermal
omega_b = 2 * np.pi / hop * np.sqrt(energy / (2 * mass))
gamma = omega_b


def potential(x):
    return energy / 2 * (1 - np.cos(2 * np.pi * x / hop))


dx = hop * 1e-3
for place, sign in ((0.0, 1), (hop / 2, -1)):
    curve = (potential(place + dx) - 2 * potential(place)
             + potential(place - dx)) / dx**2
    assert abs(sign * curve / (mass * omega_b**2) - 1) < 1e-4


def tst_rate(t):
    return omega_b / (2 * np.pi) * np.exp(-energy / (const.k * t))


weight = quad(lambda s: np.exp(-potential(s * hop) / thermal), -0.5, 0.5,
              points=[0.0])[0] * hop
tst_exact = np.sqrt(thermal / (2 * np.pi * mass)) * np.exp(-reduced) / weight
assert abs(tst_exact / tst_rate(temp) - 1) < 0.03  # anharmonic well, order kT/E

# Full cosine potential at the example's barrier, several frictions
full = {g: full_rate_ratio(reduced, g) for g in (0.5, 1.0, 2.0)}
for g, value in full.items():
    assert abs(value / kappa_formula(g) - 1) < 0.02  # finite barrier, order kT/E
finer = full_rate_ratio(reduced, 1.0, 64, 28)
assert abs(finer / full[1.0] - 1) < 2e-3

# Very weak friction: the formula must fail
weak_g, weak_barrier = 0.05, 8.0
weak = full_rate_ratio(weak_barrier, weak_g, 90, 20)
weak_small = full_rate_ratio(weak_barrier, weak_g, 60, 20)
assert abs(weak / weak_small - 1) < 0.05
assert weak < 0.85 * kappa_formula(weak_g)

# Neglected effects
loss = gamma * quad(lambda s: np.sqrt(2 * mass * max(energy - potential(s * hop), 0)),
                    -0.5, 0.5)[0] * hop
assert abs(loss / (4 * energy * gamma / omega_b) - 1) < 1e-6
debye_temp = 165.0
tau = const.hbar / (const.k * debye_temp)
kappa_memory = memory_root(1.0, omega_b * tau)
assert abs(kappa_memory - memory_flux(1.0, omega_b * tau)) < 1e-8
half = const.hbar * omega_b / (2 * thermal)
closed = np.sinh(half) / np.sin(half)
assert abs(quantum_factor(omega_b, omega_b, 0.0, temp) - closed) < 1e-6
quantum = quantum_factor(omega_b, omega_b, gamma, temp)
charge_number, resistivity, current = 5.0, 4e-8, 1e10
bias_ev = charge_number * resistivity * current * hop / 2

print(f"kappa at gamma = omega_b, formula: {kappa:.6f}")
print(f"kappa at gamma = 2 omega_b, formula: {kappa_formula(2.0):.6f}")
print(f"kappa from finite-time flux, omega_b t = 40: {flux_kappa(1.0, 40.0):.5f}")
print(f"kappa from 40000 trajectories: {kappa_mc:.4f} +- {error_mc:.4f}")
print(f"fraction ending behind, formula (1-kappa)/2: {(1-kappa)/2:.4f}")
print(f"fraction ending behind, trajectories: {behind:.4f}")
print(f"fraction returning at least once, trajectories: {returned:.3f}")
print(f"fraction returning but ending forward: {returned-behind:.3f}")
print("Gold example, rough typical inputs")
print(f"barrier: {barrier_ev:.2f} eV; hop length: {hop_nm:.3f} nm")
print(f"mass: {mass_u:.0f} u; temperature: {temp:.0f} K")
print(f"thermal energy: {thermal/const.e:.5f} eV; E/kT: {reduced:.3f}")
print(f"omega_b = omega_0 = gamma: {omega_b*1e-12:.3f} 1/ps")
print(f"attempt frequency omega_0/2pi: {omega_b/(2*np.pi)*1e-12:.3f} THz")
print(f"velocity damping time 1/gamma: {1e12/gamma:.4f} ps")
for t in (1.0, 2.0, 5.0):
    print(f"flux coefficient at {t/omega_b*1e12:.3f} ps "
          f"(omega_b t = {t:.0f}): {flux_kappa(1.0, t):.4f}")
print(f"harmonic transition-state rate, 500 K: {tst_rate(temp):.4e} 1/s")
print(f"rate with friction, 500 K: {kappa*tst_rate(temp):.4e} 1/s")
print(f"equivalent barrier rise: {-thermal*np.log(kappa)/const.e:.4f} eV")
print(f"transition-state rate, {temp_use:.0f} K: {tst_rate(temp_use):.2f} 1/s")
print(f"rate with friction, {temp_use:.0f} K: {kappa*tst_rate(temp_use):.2f} 1/s")
print("Full cosine potential at the example's E/kT")
for g, value in full.items():
    print(f"gamma/omega_b = {g:.1f}: rate/TST = {value:.4f}, "
          f"formula {kappa_formula(g):.4f}")
print(f"weak friction test: gamma/omega_b = {weak_g}, E/kT = {weak_barrier:.0f}")
print(f"energy loss per well crossing there: {4*weak_barrier*weak_g:.2f} kT")
print(f"rate/TST there: {weak:.3f}, formula {kappa_formula(weak_g):.3f}")
print("Sizes of neglected effects in the gold example")
print(f"anharmonic well, exact/harmonic TST: {tst_exact/tst_rate(temp):.4f}")
print(f"finite barrier, full/formula kappa: {full[1.0]/kappa:.4f}")
print(f"quantum/classical rate: {quantum:.5f}")
print(f"energy loss estimate per well crossing: {loss/thermal:.1f} kT")
print(f"rough Debye temperature: {debye_temp:.0f} K; memory time: {tau*1e12:.4f} ps")
print(f"kappa with friction memory: {kappa_memory:.4f}")
print(f"change of rate from memory: {100*(kappa_memory/kappa-1):.1f} percent")
print(f"bias inputs: charge number {charge_number:.0f}, "
      f"{resistivity*1e8:.0f} microohm cm, {current*1e-10:.0f} MA/cm2")
print(f"electromigration work to barrier top: {bias_ev:.2e} eV")
print(f"that work over kT: {bias_ev*const.e/thermal:.2e}")
print("all assertions hold")
```

Output:

```
kappa at gamma = omega_b, formula: 0.618034
kappa at gamma = 2 omega_b, formula: 0.414214
kappa from finite-time flux, omega_b t = 40: 0.61803
kappa from 40000 trajectories: 0.6201 +- 0.0039
fraction ending behind, formula (1-kappa)/2: 0.1910
fraction ending behind, trajectories: 0.1899
fraction returning at least once, trajectories: 0.258
fraction returning but ending forward: 0.068
Gold example, rough typical inputs
barrier: 0.80 eV; hop length: 0.288 nm
mass: 197 u; temperature: 500 K
thermal energy: 0.04309 eV; E/kT: 18.567
omega_b = omega_0 = gamma: 9.656 1/ps
attempt frequency omega_0/2pi: 1.537 THz
velocity damping time 1/gamma: 0.1036 ps
flux coefficient at 0.104 ps (omega_b t = 1): 0.7593
flux coefficient at 0.207 ps (omega_b t = 2): 0.6637
flux coefficient at 0.518 ps (omega_b t = 5): 0.6192
harmonic transition-state rate, 500 K: 1.3274e+04 1/s
rate with friction, 500 K: 8.2036e+03 1/s
equivalent barrier rise: 0.0207 eV
transition-state rate, 400 K: 127.96 1/s
rate with friction, 400 K: 79.08 1/s
Full cosine potential at the example's E/kT
gamma/omega_b = 0.5: rate/TST = 0.7801, formula 0.7808
gamma/omega_b = 1.0: rate/TST = 0.6163, formula 0.6180
gamma/omega_b = 2.0: rate/TST = 0.4113, formula 0.4142
weak friction test: gamma/omega_b = 0.05, E/kT = 8
energy loss per well crossing there: 1.60 kT
rate/TST there: 0.503, formula 0.975
Sizes of neglected effects in the gold example
anharmonic well, exact/harmonic TST: 0.9858
finite barrier, full/formula kappa: 0.9972
quantum/classical rate: 1.00178
energy loss estimate per well crossing: 74.3 kT
rough Debye temperature: 165 K; memory time: 0.0463 ps
kappa with friction memory: 0.6882
change of rate from memory: 11.4 percent
bias inputs: charge number 5, 4 microohm cm, 1 MA/cm2
electromigration work to barrier top: 2.88e-07 eV
that work over kT: 6.68e-06
all assertions hold
```
